\section*{Fisher's quasi-steady profile for diffusion along a grain boundary}

\section{Two lengths in one crystal}

A copper bicrystal is held at 673 K for 10 h with tracer copper on its surface. With the rough typical parameters used below, the tracer moves about 12 nm into the perfect lattice, while along the grain boundary Fisher's model gives a penetration length of 36 $\mu$m. If the anneal is made 16 times longer, the lattice length grows fourfold, but the boundary length only doubles, to 73 $\mu$m. Both the large ratio of the lengths and the slow growth follow from one process: the boundary carries tracer down quickly and loses it sideways into the lattice.

\section{Model and slab balance}

The boundary is a flat slab of width $\delta$ and diffusivity $D_b$, running down from the surface $y=0$. The lattice on either side has diffusivity $D\ll D_b$. Let $x$ be the distance into the lattice from the nearer face of the slab. The assumptions are:
\begin{itemize}
\item The surface is kept at concentration $c_0$ from $t=0$, and the crystal is free of tracer before that. This requires a supply of tracer that is not used up during the anneal.
\item The tracer is the same element as the host, so there is no segregation: the lattice concentration at the slab face equals the slab concentration $c_b(y,t)$.
\item In the lattice, tracer moves along $x$ alone.
\item The crystal is deep, and no other boundary is near.
\end{itemize}

Consider a piece of slab of height $dy$ and unit length along the third direction. The excess of inflow from above over outflow below is $\delta D_b\,(\partial^2c_b/\partial y^2)\,dy$. Each of the two faces loses $J\,dy$, where
\begin{equation}
J=-D\left.\frac{\partial c}{\partial x}\right|_{x=0}
\end{equation}
is positive when tracer leaves the slab. The stored amount is $\delta\,c_b\,dy$. Dividing the balance by $\delta\,dy$ gives
\begin{equation}
\frac{\partial c_b}{\partial t}=D_b\frac{\partial^2c_b}{\partial y^2}-\frac{2J}{\delta}.
\label{slab}
\end{equation}

\section{Leakage from a wall at fixed concentration}

Fisher's quasi-steady step is to compute $J$ at time $t$ as if the wall had been at its present concentration $c_b$ since $t=0$. The lattice problem is then
\begin{equation}
\frac{\partial c}{\partial t}=D\frac{\partial^2c}{\partial x^2},\qquad c(0,t)=c_b,\qquad c(x,0)=0.
\end{equation}
No length is given in this problem, so we try $c=c_bf(\xi)$ with $\xi=x/(2\sqrt{Dt})$. Since $\partial\xi/\partial t=-\xi/(2t)$ and $(\partial\xi/\partial x)^2=1/(4Dt)$,
\begin{equation}
-\frac{\xi}{2t}f'=\frac{1}{4t}f''\quad\Rightarrow\quad f''=-2\xi f'\quad\Rightarrow\quad f'=A\,e^{-\xi^2}.
\end{equation}
The conditions $f(0)=1$ and $f(\infty)=0$ require $A\int_0^\infty e^{-\xi^2}d\xi=A\sqrt\pi/2=-1$, so $A=-2/\sqrt\pi$ and $f=\mathrm{erfc}\,\xi$. The loss per face is
\begin{equation}
J=-\frac{D\,c_bf'(0)}{2\sqrt{Dt}}=c_b\sqrt{\frac{D}{\pi t}} .
\label{leak}
\end{equation}
It weakens with time because the lattice beside the slab fills up. The amount held by the lattice on one side is the time integral of this loss,
\begin{equation}
\int_0^t c_b\sqrt{\frac{D}{\pi t'}}\,dt'=2c_b\sqrt{\frac{Dt}{\pi}} .
\label{content}
\end{equation}

The slab itself holds $\delta c_b$. Its share relative to the two lattice sides is
\begin{equation}
\frac{\delta c_b}{4c_b\sqrt{Dt/\pi}}=\frac{\sqrt\pi}{2}\,\alpha,\qquad \alpha=\frac{\delta}{2\sqrt{Dt}} .
\end{equation}
When $\alpha\ll1$ the storage term $\partial c_b/\partial t$ in (\ref{slab}) may be dropped, except at depths of many penetration lengths, where its relative effect grows.

\section{The exponential and the fourth root}

Without storage, (\ref{slab}) and (\ref{leak}) give
\begin{equation}
\frac{\partial^2c_b}{\partial y^2}=\frac{2}{\delta D_b}\sqrt{\frac{D}{\pi t}}\;c_b=\frac{c_b}{L^2},\qquad
L^2=\frac{\delta D_b}{2}\sqrt{\frac{\pi t}{D}} .
\label{ode}
\end{equation}
Time enters as a parameter. The general solution is a sum of $e^{y/L}$ and $e^{-y/L}$; the first is excluded because $c_b$ must stay bounded, and $c_b(0)=c_0$ fixes the second:
\begin{equation}
c_b=c_0\,e^{-y/L},\qquad
L=\left(\frac{\delta D_b}{2}\right)^{1/2}\left(\frac{\pi t}{D}\right)^{1/4}.
\label{fisher}
\end{equation}
This is Fisher's profile. The lattice concentration beside the slab is $c=c_0e^{-y/L}\,\mathrm{erfc}\bigl(x/(2\sqrt{Dt})\bigr)$.

The fourth root has a simple reading. Write $L^2=D_b\tau$ with $\tau=(\delta/2)\sqrt{\pi t/D}$. Here $\tau$ is the slab content $\delta c_b$ divided by its loss rate $2J$, that is, the time in which the present net leak would empty the slab if nothing were supplied from above. The depth reached is the diffusion length for that time, $\sqrt{D_b\tau}$. Since $\tau$ grows as $t^{1/2}$, $L$ grows as $t^{1/4}$. A larger $D$ shortens $L$, because it drains the slab faster.

If the crystal ends at a sealed face $y=H$, the condition $\partial c_b/\partial y=0$ there selects
\begin{equation}
c_b=c_0\,\frac{\cosh[(H-y)/L]}{\cosh(H/L)} .
\label{cosh}
\end{equation}
For $H\gg L$ and $H-y\gg L$ this returns to (\ref{fisher}). For $H\ll L$ it is nearly uniform.

\section{Worked example}

Take $\delta=0.5$ nm $=5\times10^{-8}$ cm, $D=4\times10^{-17}$ cm$^2$/s, $D_b=10^{-8}$ cm$^2$/s and $t=36\,000$ s. Then
\begin{align}
\sqrt{Dt}&=\sqrt{1.44\times10^{-12}}\ \mathrm{cm}=1.2\times10^{-6}\ \mathrm{cm}=12\ \mathrm{nm},\\
\alpha&=0.5/(2\times12)=0.021,\\
\tau&=2.5\times10^{-8}\sqrt{\frac{\pi\times36\,000}{4\times10^{-17}}}\ \mathrm{s}\approx1.33\times10^{3}\ \mathrm{s},\\
L&=\sqrt{10^{-8}\times1.33\times10^{3}}\ \mathrm{cm}=3.65\times10^{-3}\ \mathrm{cm}\approx36\ \mu\mathrm{m}.
\end{align}
A slab with no leakage would have the diffusion length $\sqrt{D_bt}\approx190\ \mu$m. Leakage cuts this by a factor of about five, since $L/\sqrt{D_bt}=\sqrt{\tau/t}$ and $\tau$ is some 22 minutes out of the 10 hours.

\section{What the quasi-steady step leaves out}

The concentration at a given depth was lower in the past than it is now. The lattice there is therefore emptier than (\ref{leak}) supposes, and the true leak is larger. To make this precise, build the history of the wall from small steps $dc_b$ at times $t'$. Each step leaks according to (\ref{leak}) with its own age $t-t'$, and the lattice equation is linear, so
\begin{equation}
J(y,t)=\int_0^t\frac{\partial c_b(y,t')}{\partial t'}\sqrt{\frac{D}{\pi(t-t')}}\;dt' .
\label{memory}
\end{equation}

First, $c_b$ never decreases in time. The equations are linear, and diffusion keeps non-negative data non-negative. Compare the crystal with a second copy given a head start $s$. At the moment the first begins, empty, the second already holds some tracer; the difference of the two starts non-negative and stays so. Hence $c_b(y,t+s)\ge c_b(y,t)$.

Since $t-t'\le t$, replacing the age by $t$ in (\ref{memory}) can only lower the integral:
\begin{equation}
J\ge\sqrt{\frac{D}{\pi t}}\;c_b\quad\Rightarrow\quad\frac{\partial^2c_b}{\partial y^2}\ge\frac{c_b}{L^2}.
\end{equation}
Let $w=c_0e^{-y/L}-c_b$ at a fixed time. Then $w''\le w/L^2$, with $w=0$ at the surface and $w\to0$ at great depth. If $w$ were negative somewhere, it would have a negative minimum, where $w''\ge0$; but there $w''\le w/L^2<0$, a contradiction. Hence
\begin{equation}
c_b(y,t)\le c_0\,e^{-y/L}.
\end{equation}
Within the model of sideways leakage, Fisher's profile is an upper bound. Keeping slab storage adds $\partial c_b/\partial t\ge0$ to the loss and leaves the bound intact.

No small parameter controls this error. At fixed $y$, (\ref{fisher}) with $L\propto t^{1/4}$ gives
\begin{equation}
\frac{\partial\ln c_b}{\partial\ln t}=-y\,t\,\frac{d}{dt}\frac1L=\frac{y}{4L} .
\end{equation}
The assumption of a steady wall is good for $y\ll L$ and worsens with depth. A longer anneal helps at a fixed depth, but not at a fixed $y/L$.

\section{The profile with memory kept}

The same model can be solved without the quasi-steady step. Let $\hat c(p)=\int_0^\infty e^{-pt}c\,dt$. In the lattice $p\hat c=D\,\partial^2\hat c/\partial x^2$, so
\begin{equation}
\hat c=\hat c_b\,e^{-x\sqrt{p/D}},\qquad \hat J=\sqrt{Dp}\;\hat c_b .
\label{lap}
\end{equation}
The slab balance without storage becomes
\begin{equation}
\frac{\partial^2\hat c_b}{\partial y^2}=a^2p^{1/2}\,\hat c_b,\qquad a^2=\frac{2\sqrt D}{\delta D_b},
\end{equation}
and with $\hat c_b=c_0/p$ at the surface its bounded solution is
\begin{equation}
\hat c_b=\frac{c_0}{p}\,e^{-ay\,p^{1/4}}=c_0\sum_{n=0}^\infty\frac{(-ay)^n}{n!}\,p^{\,n/4-1}.
\end{equation}
The inverse of $p^{-g}$ is $t^{g-1}/\Gamma(g)$, with $1/\Gamma=0$ at $g=0,-1,\dots$ Inversion term by term is allowed: on a contour wrapped around the negative $p$ axis, $e^{pt}$ decays faster than $e^{ay|p|^{1/4}}$ grows. With $z=ay\,t^{-1/4}$,
\begin{equation}
\frac{c_b}{c_0}=\sum_{n=0}^\infty\frac{(-z)^n}{n!\,\Gamma(1-n/4)}
=1-\frac{z}{\Gamma(3/4)}+\frac{z^2}{2\sqrt\pi}-\dots
\label{series}
\end{equation}

Depth and time appear only in the combination $y/t^{1/4}$. The fourth-root law is therefore exact in this model, although the exponential is not. To compare the two, note that $a^2L^2=\sqrt{\pi t}$, so $z=\pi^{1/4}y/L$, and Fisher's profile is $e^{-z/\pi^{1/4}}$. Its $z^2$ term, $z^2/(2\sqrt\pi)$, agrees with (\ref{series}), because at the surface the concentration really is constant and Fisher's leak is correct there. The initial slope differs: the true one is steeper by the factor $\pi^{1/4}/\Gamma(3/4)\approx1.09$.

For the example the values are as follows.
\begin{center}
\begin{tabular}{cccc}
$y/L$ & $y$ ($\mu$m) & Fisher & memory kept\\
0.5 & 18 & 0.607 & 0.568\\
1 & 36 & 0.368 & 0.310\\
2 & 73 & 0.135 & 0.083\\
3 & 109 & 0.050 & 0.020\\
4 & 146 & 0.018 & 0.004
\end{tabular}
\end{center}
A separate two-dimensional numerical solution of the same model, also without slab storage, agrees with the last column, before rounding, to about $10^{-4}$ of $c_0$. At $y=L$ the true leak is 1.41 times the Fisher leak for the same $c_b$, which is the mechanism stated above. The depth at which $c_b=c_0/e$ moves from 36 to 31 $\mu$m.

\section{The deep tail}

For large $z$ the inverse transform
\begin{equation}
\frac{c_b}{c_0}=\frac{1}{2\pi i}\int\frac{e^{\phi(p)}}{p}\,dp,\qquad \phi=pt-ay\,p^{1/4},
\end{equation}
is dominated by the point where $\phi'=0$:
\begin{equation}
t=\frac{ay}{4}\,p^{-3/4}\;\Rightarrow\;(pt)^{3/4}=\frac z4\;\Rightarrow\; pt=s\equiv\left(\frac z4\right)^{4/3}.
\end{equation}
The condition $\phi'=0$, multiplied by $4p$, also says $ay\,p^{1/4}=4pt=4s$. Hence $\phi=s-4s=-3s$, and
\begin{equation}
\phi''=\frac{3}{16}\,ay\,p^{-7/4}=\frac{3}{16}\,\frac{4s}{p^2}=\frac{3s}{4p^2}.
\end{equation}
Crossing the point parallel to the imaginary axis, $p\to p+iq$, gives a Gaussian integral over $q$:
\begin{equation}
\frac{c_b}{c_0}\approx\frac{e^{-3s}}{2\pi p}\sqrt{\frac{2\pi}{\phi''}}=\sqrt{\frac{2}{3\pi s}}\;e^{-3s}.
\end{equation}
The exponent grows as $y^{4/3}$, so the tail falls faster than any simple exponential. At $y=4L$, where $s$ is about 1.5, the formula is 12\% above the series, and this gap closes as $s$ grows. Both omit slab storage, whose effect grows with depth: for the copper example the formula lies 23\% above the profile with storage at $y=4L$, 45\% above at $8L$ and a factor 2.7 above at $14L$. The $y^{4/3}$ tail thus describes the limit $\alpha\to0$ and is only a rough guide at $\alpha=0.021$.

\section{Reading $\delta D_b$ from a sectioned sample}

In a sectioning experiment thin layers are removed parallel to the surface and the tracer in each is counted. At depths of many times $\sqrt{Dt}$, here beyond a few tenths of a micrometre, practically all of it comes from the boundary. By (\ref{content}) Fisher's layer content is proportional to $e^{-y/L}$, so its logarithmic slope is $-1/L$, and solving (\ref{ode}) for the product gives
\begin{equation}
\delta D_b=2L^2\sqrt{\frac{D}{\pi t}} .
\label{read}
\end{equation}

With memory kept, (\ref{lap}) gives the content of one side as $\int_0^\infty\hat c\,dx=\hat c_b\sqrt{D/p}$. The extra factor $p^{-1/2}$ shifts the argument of the gamma function:
\begin{equation}
\int_0^\infty c\,dx=c_0\sqrt{Dt}\,\sum_{n=0}^\infty\frac{(-z)^n}{n!\,\Gamma(3/2-n/4)} .
\end{equation}
Between $y=L$ and $y=4L$ the mean logarithmic slope of this content is $-1.57/L$. Someone who used (\ref{read}) on this range would take $L/1.57$ for the length and obtain $1/1.57^2\approx0.41$ of the true product: $2.0\times10^{-16}$ instead of $5.0\times10^{-16}$ cm$^3$/s. The factor belongs to this range of depth, since the slope changes with $y$, and to a constant source without slab storage. With storage it is 0.39 for the example; for a thin deposit of tracer that is used up during the anneal it lies between about 0.44 and 0.49, depending on how fast tracer spreads along the surface. By comparison, Fisher's $1/e$ depth is only 16\% above the one with memory kept, so the quasi-steady step does more harm to a product measured in this way than to an estimate of penetration.

\section{The smaller neglected effects}

\emph{Slab storage.} Restoring $\partial c_b/\partial t$ lowers $c_b$ by 0.8\% of its value at $y=L$ and by about 8\% at $y=4L$. It also disturbs the scaling slightly: between 10 h and 160 h the $1/e$ depth grows with the power 0.252 instead of 0.250.

\emph{Lattice diffusion along the depth.} Compared with the sideways term it is of order $Dt/L^2=(12\ \mathrm{nm}/36\ \mu\mathrm{m})^2\approx10^{-7}$. In terms of the usual parameter $\beta=\delta D_b/(2D\sqrt{Dt})=5.2\times10^6$, this ratio is $1/(\sqrt\pi\,\beta)$. The estimate holds at depths well beyond $\sqrt{Dt}$. The effect raises $c_b$ at $y=L$ by about 0.8\% at $\beta=100$ and 8\% at $\beta=10$, and it is large when $\beta$ is of order one.

\emph{Back face.} For a crystal 300 $\mu$m thick, (\ref{cosh}) raises Fisher's $c_b$ at $y=4L$ by 0.02\% of its value.

\emph{Segregation.} This is absent for a tracer of the host element. For a solute whose slab concentration is $k$ times that of the adjoining lattice, the leak in (\ref{leak}) is driven by $c_b/k$, so $\delta D_b$ is replaced by $k\,\delta D_b$ and $L$ grows by $\sqrt k$. This needs a constant $k$, and the condition for dropping storage becomes $k\alpha\ll1$. With the diffusivities of the example the $1/e$ depth is 0.95 of this estimate for $k=10$ but only 0.63 for $k=100$.

\section{From the bicrystal to an interconnect}

The parameters are rough values for copper; real boundary diffusivities depend on the boundary's structure and on impurities. Since $L\propto D_b^{1/2}D^{-1/4}$, a factor of ten in $D_b$ changes $L$ by about three. The bicrystal satisfies the assumption of one straight boundary. A polycrystal does so if its boundaries run straight down through the depth probed, as they can in large or columnar grains, and lie much farther apart than $\sqrt{Dt}$. Among small equiaxed grains the path bends and branches.

A thin interconnect film breaks the assumption of great depth. Take $\alpha=0.1$ as a rough start of Fisher's regime (in a deep crystal storage then still lowers $c_b$ by 4\% at $y=L$ and by 35\% at $y=4L$). Then $\sqrt{Dt}=5\delta=2.5$ nm, which at 673 K is reached after about 1600 s, when $L$ is already 17 $\mu$m. A boundary through a film 1 $\mu$m thick is filled in a time of order $H^2/D_b=1$ s. When the regime begins, (\ref{cosh}) gives $1/\cosh(1/17)\approx0.998$ at the far side: the concentration drops by 0.2\% across the film, and no exponential can be seen. With these parameters, the profile can be measured in samples much thicker than 17 $\mu$m, not in the film.

At 373 K the regime fails for another reason. With a lattice activation energy of 2.1 eV, $D$ falls to about $9\times10^{-30}$ cm$^2$/s, and ten years give $\sqrt{Dt}\approx5\times10^{-4}$ nm, far below both $\delta$ and an atomic spacing. In this model the lattice then takes up practically nothing, slab storage is the term that must be kept, and (\ref{slab}) with $J=0$ is ordinary diffusion along the boundary, with a depth growing as $t^{1/2}$. In a crystal deep enough for a profile to form, extrapolating the fourth-root law from annealing to these conditions would thus use the wrong power of time. In a thin film of thickness $H$ the boundary is full after a few times $H^2/D_b$, with $D_b$ taken at the lower temperature, and from then on no power of time applies. The main values quoted in these notes are collected in the numerical output.

\section*{Computed results}
\begin{verbatim}
temperature: 673 K
annealing time: 36000 s
boundary width delta: 0.50 nm
lattice diffusivity D: 4.0e-17 cm2/s
boundary diffusivity D_b: 1.0e-08 cm2/s
lattice activation energy: 2.10 eV
specimen thickness: 300 um
lattice diffusion length sqrt(Dt): 12.00 nm
alpha: 0.0208 (no unit)
beta: 5.208e+06 (no unit)
Fisher length L, formula: 36.46 um
Fisher length L, numerical balance: 36.46 um
L after 16 times the time, formula: 72.92 um
power of time, quasi-steady balance: 0.2500
power of time, memory kept (2D model): 0.2499
power of time, memory and slab storage: 0.2516
scaled depth z at y = L: 1.3313 (no unit)
y/L, y in um, c_b/c0 Fisher, c_b/c0 memory series, c_b/c0 2D model:
  0.5    18.23  0.6065  0.5684  0.5684
  1.0    36.46  0.3679  0.3103  0.3104
  2.0    72.92  0.1353  0.0831  0.0832
  3.0   109.38  0.0498  0.0197  0.0197
  4.0   145.84  0.0183  0.0042  0.0042
1/e depth with memory kept: 31.45 um
true leak / Fisher leak for same c_b at y = L: 1.412
deep-tail formula / series at y = 4L: 1.125
layer-average log slope times L, L to 4L: 1.566
true delta*D_b: 5.000e-16 cm3/s
delta*D_b read with Fisher's slope: 2.039e-16 cm3/s
read / true delta*D_b: 0.408
change of c_b at y = L by slab storage: -0.81 %
change of c_b at y = L by lattice diffusion along depth: 1.5e-05 %
change of c_b at y = 4L by sealed back face: 0.021 %
time at which alpha = 0.1: 1562 s
L at that time: 16.64 um
film thickness for comparison: 1.0 um
time film^2/D_b to fill its boundary: 1.00 s
temperature of use: 373 K
lattice diffusivity at that temperature: 9.0e-30 cm2/s
sqrt(Dt) after ten years of use: 5.3e-04 nm
\end{verbatim}
